\section*{The Ring-Polymer Isomorphism from Trotter Factorization}

\section{A proton that is too light to be classical}

In ordinary molecular dynamics the nuclei move as classical particles. Consider a proton bound in a well whose small oscillations have frequency $\omega$, with $\hbar\omega = 0.01476$ Ry. At 300 K the thermal energy is $kT = 0.00190$ Ry, so the vibrational quantum is almost eight times $kT$. Classical statistics lets the proton settle near the bottom of the well with a small thermal spread. Quantum mechanics gives it zero-point motion, and in the example treated below its mean square displacement is more than three times the classical one.

Can a classical simulation still produce the quantum equilibrium averages? For the partition function and for averages of position-dependent quantities of distinguishable particles it can, if each quantum particle is replaced by a ring of $P$ classical copies, called beads, joined by harmonic springs, and $P$ is taken large enough. These notes derive the ring, its spring constant and its temperature from the quantum partition function.

\section{Setting and conventions}

One particle of mass $m$ moves on a line with Hamiltonian
\begin{equation}
H=T_{\rm kin}+V,\qquad T_{\rm kin}=\frac{p^2}{2m}.
\end{equation}
The potential $V(x)$ is smooth and bounded below, and it rises at large $|x|$ fast enough that $\int e^{-\beta V}dx$ is finite. The symbol $T$ alone is the temperature, and $\beta=1/kT$. The aim is the partition function
\begin{equation}
Z=\mathrm{Tr}\,e^{-\beta H}.
\end{equation}
For a positive integer $P$ define
\begin{equation}
\beta_P=\frac{\beta}{P}=\frac{1}{k\,(PT)} .
\label{betaP}
\end{equation}
Thus $\beta_P$ is the inverse temperature that belongs to $PT$.

Numbers are in Rydberg atomic units: $\hbar=1$, energies in Ry, lengths in bohr, and electron mass $1/2$. The proton mass is then $918.08$. The formulas keep $\hbar$ visible.

\section{Cutting the Boltzmann operator into slices}

Since $H$ commutes with itself,
\begin{equation}
e^{-\beta H}=\left(e^{-\beta_P H}\right)^P
\end{equation}
holds without error. The difficulty is inside one slice: $T_{\rm kin}$ and $V$ do not commute, so $e^{-\beta_P H}$ is not a product of a kinetic and a potential exponential. For small $\beta_P$ it is close to the symmetric product
\begin{equation}
S=e^{-\beta_P V/2}\,e^{-\beta_P T_{\rm kin}}\,e^{-\beta_P V/2}.
\end{equation}

To see how close, write $\epsilon=\beta_P$ and expand, keeping the order of the factors. The first-order term of $S$ is $-\epsilon(V/2+T_{\rm kin}+V/2)=-\epsilon H$. At second order, each factor contributes its own square and each pair of factors contributes a product:
\begin{align}
&\epsilon^2\left[\frac{V^2}{8}+\frac{T_{\rm kin}^2}{2}+\frac{V^2}{8}
+\frac{VT_{\rm kin}}{2}+\frac{V^2}{4}+\frac{T_{\rm kin}V}{2}\right]\nonumber\\
&\quad=\frac{\epsilon^2}{2}\left[V^2+T_{\rm kin}^2+VT_{\rm kin}+T_{\rm kin}V\right]
=\frac{\epsilon^2}{2}H^2 .
\end{align}
These are the first two terms of $G=e^{-\epsilon H}$, so $S-G$ begins at order $\epsilon^3$.

There are $P$ slices, and their errors must be added up. The identity
\begin{equation}
S^P-G^P=\sum_{j=0}^{P-1}S^{j}(S-G)G^{P-1-j}
\end{equation}
holds because the $j$th term equals $S^{j+1}G^{P-1-j}-S^jG^{P-j}$, and neighbouring terms cancel in the sum.

Suppose first that $T_{\rm kin}$ and $V$ are finite matrices, and let $c=\|T_{\rm kin}\|+\|V\|$. Then $\|S\|$ and $\|G\|$ are at most $e^{\epsilon c}$, and $\|S-G\|\le C\epsilon^3$ with $C$ independent of $P$. Each of the $P$ terms contains $P-1$ factors $S$ or $G$, so
\begin{equation}
\|S^P-G^P\|\le P\,C\left(\frac{\beta}{P}\right)^3e^{\beta c}
=\frac{C\beta^3e^{\beta c}}{P^2}.
\end{equation}
The error therefore vanishes at least as fast as $1/P^2$. For random symmetric matrices the numerical check finds that halving $\epsilon$ reduces the slice error by a factor 8.03, and that doubling $P$ reduces the total error by 4.00.

The true $T_{\rm kin}$ and $V$ are unbounded, and this bound does not cover them. For them we take as given Trotter's theorem in its form for traces, valid under the conditions on $V$ stated above:
\begin{equation}
Z=\lim_{P\to\infty}Z_P,\qquad Z_P=\mathrm{Tr}\,S^P .
\label{limit}
\end{equation}
The theorem supplies the limit. The $1/P^2$ rate will be derived for the harmonic oscillator and tested for an anharmonic well.

\section{The kinetic factor becomes a spring}

We need the position matrix element of $e^{-\beta_P T_{\rm kin}}$. Plane waves $\langle x|q\rangle=e^{iqx}/\sqrt{2\pi}$ are eigenstates of $T_{\rm kin}$ with eigenvalue $\hbar^2q^2/2m$, and $\int dq\,|q\rangle\langle q|=1$. With $\Delta=x-x'$ and $b=\beta_P\hbar^2/2m$,
\begin{equation}
\langle x|e^{-\beta_P T_{\rm kin}}|x'\rangle=\frac{1}{2\pi}\int_{-\infty}^{\infty}dq\;e^{iq\Delta-bq^2}.
\end{equation}
Complete the square:
\begin{equation}
iq\Delta-bq^2=-b\left(q-\frac{i\Delta}{2b}\right)^2-\frac{\Delta^2}{4b}.
\end{equation}
The integration line may be shifted by $i\Delta/2b$, because the Gaussian has no singularities and vanishes at both ends of the strip. The remaining integral is $\sqrt{\pi/b}$, so
\begin{equation}
\langle x|e^{-\beta_P T_{\rm kin}}|x'\rangle
=\frac{e^{-\Delta^2/4b}}{\sqrt{4\pi b}}
=\left(\frac{m}{2\pi\beta_P\hbar^2}\right)^{1/2}
\exp\left[-\frac{m(x-x')^2}{2\beta_P\hbar^2}\right].
\label{kernel}
\end{equation}
This has the form of a Boltzmann factor for a harmonic spring between $x$ and $x'$.

\section{The trace closes the chain}

Write the trace as an integral over $x_1$ and insert $\int dx_k|x_k\rangle\langle x_k|=1$ between successive slices, $P-1$ times:
\begin{equation}
Z_P=\int dx_1\cdots dx_P\prod_{k=1}^{P}\langle x_k|S|x_{k+1}\rangle,
\qquad x_{P+1}=x_1 .
\end{equation}
The last condition comes from the trace, which begins and ends in the same state. Since $V$ is diagonal in position,
\begin{equation}
\langle x_k|S|x_{k+1}\rangle=e^{-\beta_P[V(x_k)+V(x_{k+1})]/2}\,
\langle x_k|e^{-\beta_PT_{\rm kin}}|x_{k+1}\rangle .
\end{equation}
Each $x_k$ occurs in two neighbouring factors and receives half a potential from each, which makes one full $V(x_k)$. With (\ref{kernel}),
\begin{equation}
Z_P=\left(\frac{m}{2\pi\beta_P\hbar^2}\right)^{P/2}\!\!\int d^Px\,
\exp\left\{-\sum_{k=1}^{P}\left[\frac{m(x_k-x_{k+1})^2}{2\beta_P\hbar^2}+\beta_PV(x_k)\right]\right\}.
\label{config}
\end{equation}
No operators remain.

\section{Reading off frequency and temperature}

The exponent should have the form $-\beta_P\times$(energy). The potential already does. For the spring term we require
\begin{equation}
\frac{m}{2\beta_P\hbar^2}=\beta_P\,\frac{1}{2}m\omega_P^2
\quad\Longrightarrow\quad
\omega_P=\frac{1}{\beta_P\hbar}=\frac{PkT}{\hbar}.
\label{omegaP}
\end{equation}

The prefactor is accounted for by momenta. A Gaussian integral gives
\begin{equation}
\int\frac{dp}{2\pi\hbar}\,e^{-\beta_Pp^2/2m}
=\frac{1}{2\pi\hbar}\sqrt{\frac{2\pi m}{\beta_P}}
=\left(\frac{m}{2\pi\beta_P\hbar^2}\right)^{1/2},
\end{equation}
which is the factor carried by each bead in (\ref{config}). Therefore
\begin{align}
Z_P&=\frac{1}{(2\pi\hbar)^P}\int d^Pp\,d^Px\;e^{-\beta_PH_P},
\label{iso}\\
H_P&=\sum_{k=1}^{P}\left[\frac{p_k^2}{2m}+\frac{1}{2}m\omega_P^2(x_k-x_{k+1})^2+V(x_k)\right].
\label{HP}
\end{align}
This is the ring-polymer isomorphism. The Trotter approximation $Z_P$ equals the classical partition function of a closed ring of $P$ beads at temperature $PT$, and the quantum $Z$ is its limit for $P\to\infty$. As a test of the equality at finite $P$, the trace of the operator product for $P=3$ was computed in an oscillator basis and the three-bead integral by direct summation, for the well used below. Both give $Z_3=0.034937$.

The high bead temperature does not mean that the physical system is hot. It expresses the fact that each bead carries the full $V$ while each slice has only the share $\beta/P$ of the inverse temperature. One may instead take out the factor $\beta$:
\begin{equation}
\frac{m}{2\beta_P\hbar^2}=\frac{mP}{2\beta\hbar^2}
=\beta\,\frac{1}{2}m\left(\frac{\sqrt P\,kT}{\hbar}\right)^2,\qquad
\beta_PV=\beta\,\frac{V}{P}.
\end{equation}
The same position distribution then describes beads at temperature $T$, with spring frequency $\sqrt P\,kT/\hbar$ and potential $V/P$. The two sets of rules must not be mixed.

For $P=1$ the bead is its own neighbour, the spring term vanishes, and (\ref{iso}) is the classical partition function. For larger $P$, a link considered by itself has mean square length $\beta_P\hbar^2/m$ by (\ref{kernel}). Raising $P$ reduces this length but adds links, so it does not shrink the ring: for a free particle the mean square distance of a bead from the centre of the ring is $\beta\hbar^2(1-1/P^2)/12m$, which rises with $P$ to a finite limit. Closure of the ring and a confining well make the actual links shorter than the isolated one, markedly so at small $P$. At fixed $P$ the links shrink when the particle is heavy or the temperature high, and then the ring contracts towards a point. That is the classical limit.

\section{Which averages the ring gives}

For an observable $A(x)$ that depends on position alone, insert $A$ in front of the first slice. It is diagonal and multiplies the integrand by $A(x_1)$. Relabelling the beads cyclically leaves $H_P$ unchanged, so every bead gives the same average, and
\begin{equation}
\frac{\mathrm{Tr}\,(A\,S^P)}{Z_P}=\left\langle\frac1P\sum_{k=1}^{P}A(x_k)\right\rangle_{H_P,\;PT}.
\end{equation}

The momenta are another matter. They were introduced to represent a constant. Replacing $m$ by another mass in $p_k^2/2m$, but not in the springs, would multiply $Z_P$ by a constant and leave all position averages unchanged, while the motion of the beads would be different. Hence the derivation gives the bead trajectories no meaning as quantum dynamics. Nor is the bead kinetic energy the quantum one: its average is $PkT/2$ per bead, which grows without limit as $P$ increases.

\section{The harmonic oscillator for every $P$}

For $V=\frac12m\omega^2x^2$ the ring can be solved, which shows how many beads are needed. The force on bead $k$ is
\begin{equation}
f_k=-m\omega_P^2(2x_k-x_{k+1}-x_{k-1})-m\omega^2x_k .
\end{equation}
Insert $x_k\propto e^{i\theta_jk}$ with $\theta_j=2\pi j/P$ and $j=0,\dots,P-1$, which satisfies the ring condition. Since $e^{i\theta_j}+e^{-i\theta_j}=2\cos\theta_j$, the mode frequencies are given by
\begin{equation}
\Omega_j^2=\omega^2+\omega_P^2(2-2\cos\theta_j).
\label{modes}
\end{equation}
So $\omega_P$ sets the spring constant $m\omega_P^2$; it is not itself the common frequency of the modes. The force matrix is real and symmetric, so an orthogonal change of coordinates separates the modes. Each contributes
\begin{equation}
\frac{1}{2\pi\hbar}\sqrt{\frac{2\pi m}{\beta_P}}\sqrt{\frac{2\pi}{\beta_Pm\Omega_j^2}}
=\frac{1}{\beta_P\hbar\Omega_j}=\frac{\omega_P}{\Omega_j},
\end{equation}
and $Z_P=\prod_j\omega_P/\Omega_j$.

Define $a>0$ by $2\cosh a-2=\omega^2/\omega_P^2$. Because $2\cosh a-2=4\sinh^2(a/2)$, this means $\sinh(a/2)=\omega/2\omega_P=\beta_P\hbar\omega/2$. Then
\begin{equation}
\frac{\Omega_j^2}{\omega_P^2}=2\cosh a-2\cos\theta_j
=e^{-a}\left(e^a-e^{i\theta_j}\right)\left(e^a-e^{-i\theta_j}\right).
\end{equation}
The numbers $e^{i\theta_j}$ are the $P$ roots of $z^P=1$, and so are the $e^{-i\theta_j}$. Hence $\prod_j(z-e^{\pm i\theta_j})=z^P-1$, and with $z=e^a$
\begin{equation}
\prod_j\frac{\Omega_j^2}{\omega_P^2}=e^{-Pa}\left(e^{Pa}-1\right)^2=4\sinh^2\frac{Pa}{2},
\qquad
Z_P=\frac{1}{2\sinh(Pa/2)} .
\label{closed}
\end{equation}

For $P=1$ this is the classical $1/\beta\hbar\omega$. For large $P$ put $u=\beta\hbar\omega/P$. From $\operatorname{arcsinh}y=y-y^3/6+\dots$ one finds $a=2\operatorname{arcsinh}(u/2)=u-u^3/24+\dots$, so
\begin{equation}
\frac{Pa}{2}=\frac{\beta\hbar\omega}{2}-\frac{(\beta\hbar\omega)^3}{48P^2}+\dots
\end{equation}
The limit $1/[2\sinh(\beta\hbar\omega/2)]$ is the geometric sum $\sum_ne^{-\beta\hbar\omega(n+1/2)}$, the quantum result, and the leading error falls as $1/P^2$. The series converges for $u<2$, and cutting it after the $u^3$ term is accurate when $u=\omega/\omega_P$ is small; at $u=1$ the truncated $a$ is 0.4\% too low. A small error requires $\omega_P$ well above $\omega$. The stiffest vibration therefore dictates $P$, and keeping $u$ fixed requires a number of beads that grows as $1/T$. For $\beta\hbar\omega\gg1$ a fixed $u$ means a fixed error in the free energy $-kT\ln Z_P$, which to leading order in $u$ is $kT(\beta\hbar\omega)^3/48P^2=\hbar\omega u^2/48$.

For the proton, $\beta\hbar\omega=7.768$. With $P=16$ the leading error in $\ln Z$ is $7.768^3/(48\cdot16^2)=0.038$, multiplied by $\coth(\beta\hbar\omega/2)\approx1$. The computed difference is $-3.8463-(-3.8835)=0.037$.

\section{Worked example: a proton in an anharmonic well}

Take the model potential
\begin{equation}
V(x)=\tfrac12\kappa x^2+cx^4,\qquad \kappa=0.2\ \mathrm{Ry/bohr^2},\quad c=0.2\ \mathrm{Ry/bohr^4},
\end{equation}
at 300 K. Its harmonic part has $\hbar\omega=\sqrt{0.2/918.08}=0.01476$ Ry, the value quoted at the start. The ring integral (\ref{config}), evaluated by quadrature, gives the free energy $F_P=-kT\ln Z_P$ and the mean square displacement:
\begin{center}
\begin{tabular}{rcc}
$P$ & $F_P$ (Ry) & $\langle x^2\rangle$ (bohr$^2$)\\
\hline
1 & 0.003943 & 0.00865\\
4 & 0.006877 & 0.02241\\
16 & 0.007941 & 0.03060\\
64 & 0.008048 & 0.03155\\
128 & 0.008054 & 0.03160\\
quantum & 0.008056 & 0.03162
\end{tabular}
\end{center}
The last row comes from diagonalizing $H$ and does not use the ring. The quantum free energy is 109.6 meV, and the root mean square displacement is 0.178 bohr, or 0.094 \AA. The row $P=1$ is the classical answer.

With 16 beads, $F_P$ is 1.4\% below the quantum value and $\langle x^2\rangle$ is 3.2\% below it. These figures belong to this well, whose harmonic quantum corresponds to 1620 cm$^{-1}$. For a harmonic vibration of 3700 cm$^{-1}$, typical of an O--H stretch, 16 beads at 300 K leave $F_P$ 4.5\% (10 meV) and $\langle x^2\rangle$ about 13\% too low, and 32 beads are needed to reach 1.2\% and 3.6\%. From $P=64$ to $128$ both errors fall by a factor 3.99, in agreement with the $1/P^2$ law.

\subsection{Molecular dynamics of the ring}

For $P=16$ the beads are held at $16\times300=4800$ K. The springs have $\hbar\omega_P=16\times0.0019001=0.0304$ Ry and constant $m\omega_P^2=918.08\times0.0304^2\approx0.85$ Ry/bohr$^2$. Hamiltonian motion under $H_P$ preserves the distribution $e^{-\beta_PH_P}$, since it conserves both energy and phase-space volume. A Langevin thermostat with friction $\gamma$ adds, over a time $t$, the change
\begin{equation}
p\to e^{-\gamma t}p+\sqrt{(1-e^{-2\gamma t})\,m\,k\,PT}\;\xi ,
\end{equation}
where $\xi$ is a Gaussian random number of unit variance. If $p$ has variance $mkPT$ before, it has variance $e^{-2\gamma t}mkPT+(1-e^{-2\gamma t})mkPT=mkPT$ afterwards. The thermostat thus preserves the same distribution, and its temperature must be $PT$.

A finite time step $\delta t$ follows the Hamiltonian motion only approximately, and the resulting bias depends on the order of the operations. A full velocity Verlet step followed by the thermostat multiplies the position variance of a harmonic mode by $1/(1-\Omega_j^2\delta t^2/4)$, which raises $\langle x^2\rangle$ by about $PkT\,\delta t^2/4m\approx0.0003$ bohr$^2$ at $\delta t=0.29$ fs. Placing the thermostat in the middle of the position update (half kick, half drift, thermostat, half drift, half kick) removes this bias for harmonic forces. A run with that ordering, $\gamma=0.03$ Ry$/\hbar$ and a time step of 0.29 fs gives $\langle x^2\rangle=0.03062\pm0.00003$ bohr$^2$ (one standard error), against 0.03060 from the integral for $P=16$. The distance to the quantum value, 0.0010 bohr$^2$, is about thirty standard errors. Longer sampling would not remove it; more beads would.

If the same $H_P$ is held at 300 K, the mean square displacement is 0.0022 bohr$^2$, below even the classical value. In a harmonic well the variance of every mode is proportional to the bead temperature, so the result falls by exactly the factor 16: without the quartic term the 16-bead ring gives 0.0359 bohr$^2$ at 4800 K and $0.0359/16=0.00224$ bohr$^2$ at 300 K. The quartic term narrows the hot ring markedly, to 0.0306, but the cold ring hardly at all, to 0.00221, so the actual ratio is about 14.

The average kinetic energy per bead is $PkT/2=0.0152$ Ry, whereas the quantum kinetic energy of the proton is 0.0043 Ry. This confirms that the bead momenta do not measure the physical momentum.

\section{Many nuclei, and the limits of the result}

For several distinguishable nuclei the kinetic energy is a sum of commuting terms, so (\ref{kernel}) becomes a product with one factor for each Cartesian coordinate. The rest of the derivation is unchanged:
\begin{equation}
H_P=\sum_{k=1}^{P}\left\{\sum_I\left[\frac{|\mathbf p_I^{(k)}|^2}{2m_I}
+\frac{m_I\omega_P^2}{2}\left|\mathbf R_I^{(k)}-\mathbf R_I^{(k+1)}\right|^2\right]
+V\big(\mathbf R_1^{(k)},\mathbf R_2^{(k)},\dots\big)\right\}.
\end{equation}
All rings share the same $\omega_P$, because (\ref{omegaP}) contains no mass, but the spring constants $m_I\omega_P^2$ differ. Nuclei interact through beads of equal index, because $V$ acts within one slice. For two coupled oscillators at 300 K with one and two proton masses and $V=0.15x_1^2+0.10x_2^2-0.10x_1x_2$ (Ry, $x$ in bohr), the error of $\ln Z_P$ falls from 0.00545 at $P=64$ to 0.00137 at $P=128$, again by a factor of four.

In first-principles dynamics $V$ is the Born--Oppenheimer energy, the electronic ground-state energy at fixed nuclei. Each time step then needs $P$ electronic-structure calculations, one for each bead index. Errors of the electronic method and the neglect of electronic excitations remain, whatever the value of $P$.

Two conditions deserve emphasis. First, $V$ was assumed bounded below, and without this the ring can fail. For an attractive Coulomb potential $-C/r$ in three dimensions, the bead weight $e^{\beta_PC/r}$ grows so fast as $r\to0$ that its integral diverges at every finite $P$. Second, the particles must be distinguishable. For identical particles the trace runs over symmetrized or antisymmetrized states, so it also contains terms in which the chain of one particle ends where that of another begins. Separate rings omit these exchange terms, an approximation that is justified when the nuclei stay localized at well-separated sites. Separation by a bond length is not enough if the nuclei can trade places by rotation: for H$_2$ treated as a rigid rotor (rotational temperature 85.3 K) exchange lowers the partition function by 0.1\% at 300 K, but by 15\% at 100 K and about 40\% at 50 K.

\section*{Calculated quantities}
\begin{verbatim}
temperature T = 300 K
kT = 0.0019001 Ry
beta = 526.292 1/Ry
proton mass = 918.0763 Rydberg mass units (2 m_e)
kappa = 0.20 Ry/bohr^2
quartic coefficient c = 0.20 Ry/bohr^4
harmonic hbar*omega = 0.014760 Ry
beta*hbar*omega = 7.7679 (no unit)
slice error ratio, step halved = 8.030
total error ratio, slices doubled = 4.000
kernel at 0.2 bohr, P=16, waves = 1.20605213 1/bohr
kernel at 0.2 bohr, P=16, Gauss = 1.20605213 1/bohr
Z_3 from operator trace = 0.034937437
Z_3 from three-bead integral = 0.034937436
harmonic ln Z, P=16 ring = -3.846314
harmonic ln Z, quantum = -3.883513
two particles: ln Z error, P=64 = 0.005453
two particles: ln Z error, P=128 = 0.001366
anharmonic well: P, free energy (Ry), mean x^2 (bohr^2)
  P=  1  F=0.0039429  x2=0.008648
  P=  2  F=0.0055236  x2=0.014793
  P=  4  F=0.0068765  x2=0.022406
  P=  8  F=0.0076489  x2=0.028120
  P= 16  F=0.0079408  x2=0.030599
  P= 32  F=0.0080260  x2=0.031354
  P= 64  F=0.0080483  x2=0.031554
  P=128  F=0.0080539  x2=0.031604
quantum ground level = 0.0080560 Ry
quantum free energy = 0.0080558 Ry
quantum free energy = 109.605 meV
quantum mean x^2 = 0.031621 bohr^2
quantum rms x = 0.17782 bohr
quantum rms x = 0.09410 angstrom
F error ratio, P=64 to 128 = 3.990
x^2 error ratio, P=64 to 128 = 3.988
P=16: bead temperature = 4800 K
P=16: hbar*omega_P = 0.030401 Ry
P=16: spring constant = 0.84853 Ry/bohr^2
MD time step = 6.0 hbar/Ry
MD time step = 0.2903 fs
MD friction = 0.030 Ry/hbar
MD copies = 1000, sampled steps = 3000
MD mean x^2, P=16 = 0.030617 bohr^2
MD standard error = 0.000034 bohr^2
P=16 ring held at T: mean x^2 = 0.002212 bohr^2
P=16 bead kinetic energy PkT/2 = 0.015201 Ry
quantum kinetic energy = 0.004318 Ry
\end{verbatim}
